Surface energy from the blade test of two bonded wafers

**1. The decision that hangs on the result**

A blade has been pushed between two bonded wafers, and the length L of the opened region has been read. To turn L into a surface energy one must decide which elastic modulus to use, and whether L itself or a slightly larger effective length belongs in the formula. The second choice matters because the length enters to the fourth power. In the example below, with wafers 0.5 mm thick and L = 20 mm, it changes the answer by more than six percent.

For slender wafers the leading result is

γ = 3 Ē δ² t³ / (32 L⁴).

Here t is the thickness of one wafer, δ the full thickness of the blade, and Ē the modulus for bending, defined in part 3. The energy γ belongs to each of the two new surfaces, so opening one unit of bonded area costs 2γ. A convention that assigns the whole cost to one symbol gives twice this number.

The formula does not say that an interface becomes stronger when the wafers are thicker. It says how γ is inferred from t, δ and L. For a given interface and blade, thicker wafers open over a greater length.

**2. Geometry and assumptions**

The wafers are equal, flat before insertion, and linearly elastic with Young's modulus E and Poisson ratio ν. The crack front is straight. Let x run along the wafer from the crack front at x = 0 to the blade contact at x = L, y through the thickness, and z along the front. Energies, forces and moments are per unit width in z.

By symmetry each wafer moves away from the bond plane by w(x), with w(L) = δ/2. The gap widens towards the wafer edge, so a square-fronted blade touches the wafers at its leading corners. L is measured from there. The part of each wafer beyond the contact is unloaded and stays straight.

Friction, residual stress and initial bow are neglected. Slopes are small and t ≪ L. For the moment the bonded region holds each wafer as a rigid clamp; part 9 removes this restriction. SI units are used because the lengths are macroscopic.

**3. Bending stiffness and the two moduli**

Let κ = w'' be the curvature. Plane cross-sections remain plane in beam theory, so the strain along x at distance y from the mid-plane has magnitude κy. The stress is Ēκy, and the bending moment is

M = ∫ Ē κ y² dy, from −t/2 to t/2
M = Ē κ · 2(t/2)³/3 = (Ē t³/12) κ.

The bending stiffness is therefore

D = Ē t³/12.

This is the origin of the cubed thickness: one power comes from the growth of strain with y, one from the lever arm, and one from the integration.

The modulus depends on what happens along z. In a strip much narrower than L the material can contract sideways along nearly the whole opened length, so σ_z = 0 and Ē = E. This is plane stress. In a strip much wider than L, bent into a cylinder, ε_z = 0. Since the stress through the thickness is negligible in slender bending,

0 = ε_z = (σ_z − νσ_x)/E, so σ_z = νσ_x
ε_x = (σ_x − νσ_z)/E = (1 − ν²)σ_x/E.

Hence Ē = E/(1 − ν²), which is plane strain. The two cases are limits. A whole round wafer with a curved crack front is a plate problem that neither describes completely.

**4. Shape of the opened wafer**

Between the crack front and the blade no distributed load acts, so D w'''' = 0 and w is a cubic. The clamp requires w(0) = w'(0) = 0, which leaves

w = c x² + d x³.

The straight, unloaded part beyond the blade transmits no moment, so w''(L) = 0:

2c + 6dL = 0, so c = −3dL.

The blade fixes the deflection:

cL² + dL³ = −2dL³ = δ/2
d = −δ/(4L³), c = 3δ/(4L²).

Thus

w = (δ/4)(3x²/L² − x³/L³)
w' = (δ/4)(6x/L² − 3x²/L³)
w'' = [3δ/(2L²)](1 − x/L).

Three useful quantities follow. The slope at the blade is w'(L) = 3δ/(4L). The moment at the crack front is M₀ = D w''(0) = 3Dδ/(2L²). The largest surface strain, found there at y = ±t/2, is 3δt/(4L²). The blade force on one wafer balances the root moment, PL = M₀, so

P = 3Dδ/(2L³).

**5. Elastic energy**

Each wafer stores (D/2)∫(w'')² dx. For both wafers

U = 2 · (D/2) · [3δ/(2L²)]² ∫ (1 − x/L)² dx, from 0 to L.

The integral equals L/3. Therefore

U = D · 9δ²/(4L⁴) · L/3 = 3Dδ²/(4L³).

Inserting D = Ēt³/12 gives

U = Ē t³ δ² / (16 L³).

At fixed opening a longer crack stores less energy, because the same deflection is spread over a longer and more compliant beam.

**6. Energy released by crack advance**

Let the front advance while the blade stays at rest. The contact points do not move, so the blade does no work, and the energy released per new bonded area is

G = −dU/dL = 9Dδ²/(4L⁴) = 3Ē t³ δ² / (16 L⁴).

The minus sign turns the decrease of stored energy into a positive release. The fourth power arises from the inverse cube in U and one differentiation.

The root moment gives the same result locally. When the front advances by dL, a slice of each wafer acquires the curvature M₀/D. The moment does work M₀(M₀/D)dL on the slice, of which half is stored as bending energy. The other half, M₀²dL/(2D), is available for separation. The two wafers together give

G = M₀²/D = (1/D)[3Dδ/(2L²)]² = 9Dδ²/(4L⁴).

The shear force at the root adds nothing to first order in this clamped model, because the deflection across the slice is of order dL².

**7. Where the crack stops**

With the blade at rest, the energy that varies with crack length is

F(L) = U(L) + 2γL.

Its stationary point satisfies

dF/dL = −G + 2γ = 0, so G = 2γ.

Substituting G gives

γ = G/2 = 3Ē δ² t³/(32L⁴).

The second derivative is

d²F/dL² = d²U/dL² = 9Dδ²/L⁵ > 0.

The stationary point is a minimum. A shorter crack has G > 2γ and advances; the driving force then falls until the crack stops. Solving for the length gives

L = [3Ē δ² t³/(32γ)]^(1/4).

For a given interface, L grows as t^(3/4) and as δ^(1/2). Doubling the wafer thickness lengthens the crack by 2^(3/4) ≈ 1.68 and leaves γ unchanged.

The balance identifies 2γ with the thermodynamic work of separation only if separation is reversible. For two identical surfaces, γ is then the free-surface energy minus half of any excess energy that the bonded interface had. If plastic flow or another irreversible process consumes energy as the crack opens, a slowly advancing crack measures an effective fracture energy that includes this loss. If the crack runs fast and its kinetic energy carries it past the balance point, and it does not close again, L is too large and the inferred γ too small. The balance also ignores chemistry at the crack tip: in humid air, water can break oxide-type bonds at G below the dry value, so that L grows with time and the reading depends on atmosphere and waiting time.

**8. Two other loadings**

*Fixed force.* Suppose constant forces P, rather than a blade, pull the wafers apart. From part 4, each end deflects by δ/2 = PL³/(3D). The stored energy of both wafers is P²L³/(3D), while the loads lose twice this amount of potential energy. The total potential is thus −P²L³/(3D), and

G = P²L²/D.

This agrees with the earlier G when P = 3Dδ/(2L³) is inserted, but at fixed P it increases with L. Once G reaches 2γ, further advance raises the driving force and the crack does not arrest. The stable reading in the blade test comes from the fixed opening.

*One rigid partner.* If one wafer is effectively rigid, the other takes the whole deflection δ. Its energy is

U = (1/2)(3D/L³)δ² = 3Dδ²/(2L³),

twice the value for two equal wafers. The inferred energy is then also doubled, γ = 3Ēδ²t³/(16L⁴). The factor 32 therefore belongs to the equal pair. The doubling holds in the clamped limit; the root correction of part 9 is derived for the equal pair, and with a rigid partner the added length is smaller, about 0.43t for ν = 0.2.

**9. The bonded region is not a rigid clamp**

Ahead of the crack the wafers are joined, but their material can still stretch. This lets the beam deflect and rotate at x = 0. A simple estimate treats the half-thickness between the mid-plane and the bond plane as a layer of springs. A mid-plane displacement w strains this layer by w/(t/2), so the restoring stress is kw with

k = 2Ē/t.

The bond itself is taken as rigid. For x < 0 the beam equation becomes

D w'''' + k w = 0.

Define ℓ by ℓ⁴ = 4D/k. Then

ℓ⁴ = (Ēt³/3) · t/(2Ē) = t⁴/6, so ℓ = t/6^(1/4) ≈ 0.639 t.

The solution that decays into the bonded region is

w = e^(x/ℓ) [A cos(x/ℓ) + B sin(x/ℓ)].

Differentiating and setting x = 0 gives

w(0) = A
w'(0) = (A + B)/ℓ
w''(0) = 2B/ℓ²
w'''(0) = 2(B − A)/ℓ³.

In the open part a force P at x = L produces Dw'' = P(L − x) and Dw''' = −P. Moment and shear force are continuous at x = 0, so

2DB/ℓ² = PL, hence B = PLℓ²/(2D)
2D(B − A)/ℓ³ = −P, hence A = P(Lℓ² + ℓ³)/(2D).

The root slope is

(A + B)/ℓ = P(2Lℓ + ℓ²)/(2D).

The end deflection is the root deflection, plus the root slope times L, plus the clamped-beam bending PL³/(3D):

w(L) = (P/D)[Lℓ²/2 + ℓ³/2 + L²ℓ + Lℓ²/2 + L³/3]
w(L) = [P/(3D)][L³ + 3L²ℓ + 3Lℓ² + 3ℓ³/2].

Completing the cube gives the compliance of one wafer, C = w(L)/P:

C = [(L + ℓ)³ + ℓ³/2]/(3D).

At fixed opening the energy of both wafers, springs included, is U = (δ/2)²/C. Hence

G = −dU/dL = (δ²/4)(dC/dL)/C², with dC/dL = (L + ℓ)²/D.

Neglecting ℓ³/2 beside (L + ℓ)³ leaves

G ≈ 9Dδ²/[4(L + ℓ)⁴]
γ ≈ 3Ē δ² t³/[32(L + ℓ)⁴].

The relative error of this last simplification is about (ℓ/L)³. Within the foundation model, the wafer behaves as if it were clamped a distance ℓ inside the bonded region. Using the bare L overestimates γ by the factor (1 + ℓ/L)⁴, which tends to one for slender wafers.

**10. Worked example**

Take round model parameters: E = 160 GPa, ν = 0.20, t = 0.5 mm, δ = 0.1 mm and L = 20 mm. For a wide strip,

Ē = 160 GPa/(1 − 0.04) = 166.7 GPa
D = (166.7 × 10⁹ Pa)(0.5 × 10⁻³ m)³/12 = 1.736 N m.

The slope at the blade is 3(0.1)/(4 × 20) = 0.00375, and the largest surface strain is 9.4 × 10⁻⁵. Both are small, as the theory requires. The blade force on each wafer is 32.6 N per metre of width.

The stored energy is 1.628 × 10⁻³ J/m. Since U varies as L⁻³, G = 3U/L:

G = 3(1.628 × 10⁻³ J/m)/(0.020 m) = 0.244 J/m².

Half of this is the clamped-beam value,

γ = 0.122 J/m² = 7.84 × 10⁻⁵ hartree/bohr².

For a narrow strip with Ē = E the value is 0.117 J/m², smaller by the factor 1 − ν² = 0.96.

The root correction uses ℓ = 0.32 mm, so the effective length is 20.32 mm. It gives

γ = 0.1146 J/m².

The clamped formula is 6.5 percent above this corrected value. In this example the root correction is larger than the difference between the two moduli.

**11. How the reading error enters**

Taking the logarithm of the clamped formula and differentiating gives

dγ/γ = dĒ/Ē + 2dδ/δ + 3dt/t − 4dL/L.

An error of 1 mm in 20 mm is 5 percent in length, or 20 percent in γ to first order. The finite changes are unequal. If L is read as 19 mm, the clamped formula gives 0.150 J/m², which is 23 percent above the value at 20 mm. If it is read as 21 mm, the result is 0.100 J/m², which is 18 percent below. The root correction is smaller than such a reading error, but it has a fixed sign and does not average out over repeated readings.

**12. Comparison with two-dimensional elasticity**

The beam and foundation assumptions can be checked by solving the plane elastic problem for the wafer cross-section with finite elements. G is then obtained from the energies at two neighbouring crack lengths. This calculation does not impose plane cross-sections or springs. It still assumes an isotropic material, a straight front and a rigid bond, and it carries a finite mesh error. The values listed come from a uniform mesh of size t/8. Refining the mesh at the crack tip lowers G by about 0.1 percent at L = 20 mm, 0.2 percent at 10 mm and 0.5 percent at 5 mm, and moves the exponents by less than 0.005, so the last digit shown is not converged.

For the example it gives γ = 0.1143 J/m². The root-corrected formula is 0.2 percent above this value, and the clamped formula 6.8 percent above it. Expressed as an added length, the two-dimensional result corresponds to 0.66t, close to the foundation estimate 0.64t. On a refined mesh these figures become 0.1142 J/m², 0.3 percent, 6.9 percent and 0.67t. The small difference is not assigned here to a particular cause.

At t = 0.5 mm, the ratio of the two-dimensional G to the clamped-beam G is 0.772 for L = 5 mm, 0.877 for 10 mm and 0.936 for 20 mm (0.768, 0.876 and 0.935 on a refined mesh). The approach to one supports the prefactor of the slender limit. It also shows that at L = 10t the clamped formula is a poor approximation: it exceeds the two-dimensional value by about 30 percent.

The powers are limiting values too. Between L = 10 and 20 mm the calculated exponent of L is −3.91, compared with −3.81 between 5 and 10 mm. The corrected law explains this trend, since its local exponent is

d ln G/d ln L = −4L/(L + ℓ),

which approaches −4 from above as L/ℓ grows.

Between t = 0.5 and 1 mm, at L = 20 mm, the exponent of t is 2.91. It is tied to the exponent of L by dimensions. In linear elasticity, at fixed ν and with t and L the lengths that set the shape, G must have the form

G = (Ēδ²/t) f(L/t).

If f varies locally as (L/t)^(−n), then G varies as L^(−n) and as t^(n−1). Thus n = 3.91 gives 2.91, and n = 4 gives the cube. The thickness result is therefore a consistency check rather than separate evidence for the fourth power.

With plane stress and Ē = E, the ratio at L = 10 mm is again 0.877. This agreement is expected: for these boundary conditions isotropic plane elasticity depends on E and ν only through Ē, so the ratio is the same in both states for any ν. It checks the calculation and is not separate evidence. It does not decide which limit a real strip of given width is nearer to; that requires a three-dimensional or plate calculation.

For slender, isotropic strips of two equal wafers the practical choice is therefore to use L + 0.64t in the fourth power (the converged two-dimensional shift is nearer 0.67t, which lowers γ by a further 0.3 percent at L = 40t and about 1.7 percent at L = 10t), with Ē = E if the strip is much narrower than L and Ē = E/(1 − ν²) if it is much wider. The two moduli bound only the release rate averaged over a straight front. The local value varies across the width: in thin-plate theory with ν = 0.2 and a width of 0.3L to 0.6L it lies 12 to 15 percent above the plane-strain value at the centre and nearly vanishes at the edges. A real front therefore curves, and a length read at one point need not give a value between the two limits. In a crystalline wafer such as silicon, E and ν also depend on direction, so the values for the strip's own orientation are needed. The added length depends on direction too: with C₁₁ = 165.7, C₁₂ = 63.9 and C₄₄ = 79.6 GPa, a wide strip of a (001) wafer has about 0.60t along [100] and 0.64t along [110]. The full set of values is in the numerical output below.

Computed results

```
Young modulus E: 160.0 GPa
Poisson ratio nu: 0.20
Wafer thickness t: 0.500 mm
Blade thickness delta: 0.100 mm
Debond length L: 20.000 mm
Plane-strain modulus Ebar: 166.667 GPa
Bending stiffness per width D: 1.73611 N m
Slope at blade: 0.003750 rad
Root moment per width: 0.65104 N
Largest surface strain: 9.3750e-05
Blade force per width, one wafer: 32.5521 N/m
Elastic energy per width, both: 1.6276e-03 J/m
Release rate G, beam: 0.24414 J/m^2
Surface energy gamma, beam: 0.12207 J/m^2
Same gamma: 7.8406e-05 hartree/bohr^2
Gamma with plane-stress E: 0.11719 J/m^2
Arrest length from minimization: 20.0000 mm
Gamma if L is read 1 mm short: 0.14987 J/m^2
Gamma if L is read 1 mm long: 0.10043 J/m^2
Root decay length ell: 0.3195 mm
Ratio ell/t: 0.6389
Root-corrected gamma: 0.11457 J/m^2
Simple/root-corrected gamma: 1.0654
Gamma from 2D elasticity: 0.11429 J/m^2
Length shift from 2D elasticity: 0.6638 t
L=5 mm, t=0.5 mm: G_2D/G_beam=0.7715
L=10 mm, t=0.5 mm: G_2D/G_beam=0.8774
L=20 mm, t=0.5 mm: G_2D/G_beam=0.9363
L=20 mm, t=1.0 mm: G_2D/G_beam=0.8774
Plane-stress G_2D/G_beam, L=10 mm: 0.8774
2D exponent of L, 5 to 10 mm: -3.8146
2D exponent of L, 10 to 20 mm: -3.9062
2D exponent of t, 0.5 to 1 mm at L=20 mm: 2.9062
```
